# Growth time of a small crystal near its critical radius

## Problem

During the crystallizing (SET) pulse of a phase-change memory cell, small crystals grow inside an amorphous region. Consider one isolated spherical crystal of radius \(r\), held at a fixed temperature below the melting point. Its radius obeys

\[
\frac{dr}{dt}=v\left(1-\frac{r^*}{r}\right).
\]

Here \(v\) is the speed of a flat interface at that temperature, and \(r^*\) is the critical radius, at which the crystal neither grows nor shrinks. The factor in brackets is the Gibbs-Thomson correction: a curved surface costs interface energy as it advances, and this uses up part of the free energy that drives growth.

Take \(v=1\) m/s, \(r^*=1\) nm, a starting radius \(r_0=1.1\) nm and a final radius \(R=10\) nm.

1. Estimate the growth time by scaling.
2. Find it exactly from the growth law.
3. Compare the two results with each other and with growth at the constant speed \(v\).

Lengths are in nm and times in ns. In these units \(v=1\) nm/ns, since 1 m/s is \(10^9\) nm in \(10^9\) ns. The clock starts when the crystal already has the radius \(r_0\); the wait for such a crystal to form is not included.

## First estimate by scaling

The law contains one length, \(r^*\), and one speed, \(v\), and therefore one natural time, \(r^*/v=1\) ns. It has two simple regimes.

**Close to the critical radius.** Let \(\varepsilon=r-r^*\) be the excess radius. Then

\[
\frac{d\varepsilon}{dt}=v\,\frac{r-r^*}{r}=v\,\frac{\varepsilon}{r^*+\varepsilon}\approx\frac{v}{r^*}\,\varepsilon
\qquad(\varepsilon\ll r^*).
\]

The excess grows exponentially, by a factor \(e\) in each time \(r^*/v\). A numerical integration of the full law, started with an excess of 0.001 nm, gives a factor 2.714 in 1 ns, close to \(e=2.718\).

**Far from the critical radius.** For \(r\gg r^*\) the bracket tends to 1 and the crystal grows at the speed \(v\).

The two approximate speeds, \(v\varepsilon/r^*\) and \(v\), are equal at \(\varepsilon=r^*\), that is, at \(r=2r^*\). The estimate uses the exponential regime up to this radius and the constant speed beyond it. The first part needs \(\ln[r^*/(r_0-r^*)]\) factors of \(e\), each lasting \(r^*/v\), so

\[
t_{\rm est}=\frac{r^*}{v}\ln\frac{r^*}{r_0-r^*}+\frac{R-2r^*}{v}.
\]

With the given numbers,

\[
t_{\rm est}=(1\ \text{ns})\ln 10+8\ \text{ns}=2.3\ \text{ns}+8.0\ \text{ns}=10.3\ \text{ns}.
\]

This is a lower bound for the given law. In the inner region the true speed is \(v\varepsilon/r\), which is smaller than \(v\varepsilon/r^*\) because \(r>r^*\). In the outer region the true speed is smaller than \(v\). Both approximations make the crystal too fast.

## Exact solution

### Origin of the growth law

Let \(\gamma\) be the interface energy per area, taken as the same in all directions and at all radii (a rough assumption for crystals of about 1 nm), and \(g\) the free energy gained per volume crystallized. Relative to the amorphous phase, the crystal has the free energy

\[
G(r)=4\pi r^2\gamma-\frac{4\pi}{3}r^3g .
\]

Its derivative is \(dG/dr=8\pi r\gamma-4\pi r^2g\). This vanishes at

\[
r^*=\frac{2\gamma}{g}.
\]

The derivative is positive below \(r^*\) and negative above it, so \(G\) has a maximum there.

If each atom occupies a volume \(\Omega\), the crystal holds \(n=4\pi r^3/(3\Omega)\) atoms, and \(dn/dr=4\pi r^2/\Omega\). The free energy released per added atom is

\[
\Delta=-\frac{dG}{dn}=-\frac{dG/dr}{dn/dr}
=\Omega\left(g-\frac{2\gamma}{r}\right)
=\Omega g\left(1-\frac{r^*}{r}\right),
\]

where the last step replaces \(2\gamma\) by \(gr^*\).

Atoms join and leave the surface. Let joining alone advance the interface at a speed \(u_a\) that does not depend on \(r\). Detailed balance makes leaving slower than joining by the factor \(e^{-\Delta/kT}\), so the net speed is

\[
u=u_a\left(1-e^{-\Delta/kT}\right)\approx u_a\frac{\Delta}{kT}
\qquad(\Delta\ll kT).
\]

For a flat interface \(r\to\infty\), \(\Delta=\Omega g\), and the linear form gives \(v=u_a\Omega g/kT\). Dividing the two linear speeds gives \(u/v=1-r^*/r\), which is the stated law. It therefore requires \(\Omega g\ll kT\), a condition examined with numbers below.

### Integration

Since \(r_0>r^*\), the speed is positive from the start and the variables can be separated:

\[
v\,dt=\frac{dr}{1-r^*/r}=\frac{r\,dr}{r-r^*}.
\]

Writing the numerator as \(r=(r-r^*)+r^*\) splits the fraction:

\[
v\,dt=\left(1+\frac{r^*}{r-r^*}\right)dr .
\]

Integration from \(r_0\) to \(R\) gives

\[
t=\frac{R-r_0}{v}+\frac{r^*}{v}\ln\frac{R-r^*}{r_0-r^*}.
\]

The first term is the travel time at the flat-interface speed. The second is the delay caused by curvature, and it is positive for \(R>r_0>r^*\).

For the given crystal,

\[
\frac{R-r_0}{v}=\frac{10-1.1}{1}\ \text{ns}=8.9\ \text{ns},
\]

\[
\frac{r^*}{v}\ln\frac{R-r^*}{r_0-r^*}=(1\ \text{ns})\ln\frac{9}{0.1}=(1\ \text{ns})\ln 90=4.5\ \text{ns},
\]

\[
t=8.9\ \text{ns}+4.5\ \text{ns}=13.4\ \text{ns}.
\]

Direct quadrature of \(dr/u\) and a step-by-step solution of the differential equation both give 13.400 ns, as the formula does.

## Comparison

### Against constant speed

Growth at the flat-interface speed throughout would take 8.9 ns. The curvature term makes the true time of this model longer by a factor 1.51. The mean speed is \(8.9/13.4=0.66\) m/s, although the crystal ends at 0.90 m/s. Much of the lost time is spent near the start, where the speed is \(v(1-1/1.1)=0.091\) m/s, one eleventh of \(v\).

The delay collected by the time the crystal reaches 2 nm is \((1\ \text{ns})\ln(1/0.1)=2.3\) ns. This is 51 % of the whole delay, gathered in the first 0.9 nm of a path of 8.9 nm. The other half accumulates slowly over the remaining 8 nm, because the correction \(r^*/r\) falls off only as the inverse of the radius.

### Against the scaling estimate

The estimate of 10.3 ns is 3.1 ns short, or 23 % of the exact time. The split integrand shows where this time was lost. In the inner region the estimate kept \(r^*/(r-r^*)\) and dropped the 1; in the outer region it kept the 1 and dropped \(r^*/(r-r^*)\). The missing pieces are

\[
t-t_{\rm est}=\frac{2r^*-r_0}{v}+\frac{r^*}{v}\ln\frac{R-r^*}{r^*}
=0.9\ \text{ns}+(1\ \text{ns})\ln 9=3.1\ \text{ns}.
\]

The estimate thus has the right structure, a logarithm from the slow start plus a travel time, but it misses 0.9 ns in the inner region and the 2.2 ns of delay that accumulate slowly beyond 2 nm.

### Other starts and ends

If the crystal starts at 1.01 nm instead, with the other values held fixed, the growth time rises to 15.8 ns. Of the extra 2.4 ns, 0.09 ns is the longer path and 2.3 ns is the logarithm of the tenfold smaller excess. As \(r_0\to r^*\) the time diverges, but only logarithmically: each further factor of ten in the excess costs another 2.3 ns. This divergence belongs to the deterministic law alone. So close to \(r^*\), random joining and leaving of atoms takes over. In the atom-by-atom model described below, a crystal started at 1.01 nm dissolves in somewhat under half of the cases, and the survivors need about 13.3 to 13.4 ns, against 14.7 ns for deterministic growth with the same kinetics. Even from the critical size itself they need only about 13.4 ns.

If the crystal starts at 1.1 nm but grows to 20 nm, the time is 24.1 ns, of which 5.2 ns is delay. The delay is therefore not a fixed offset. It keeps growing with \(R\), though more slowly than the travel time, and the ratio to constant-speed growth falls from 1.51 to \(24.15/18.9=1.28\).

In this deterministic law, a start below \(r^*\) gives the opposite outcome. The speed is negative and the crystal dissolves. The same integration, now from \(r_0<r^*\) down to zero radius, gives

\[
t_{\rm dis}=-\frac{r_0}{v}+\frac{r^*}{v}\ln\frac{r^*}{r^*-r_0}.
\]

For \(r_0=0.9\) nm this is \(-0.9\ \text{ns}+2.3\ \text{ns}=1.4\) ns. The numerical solution has shrunk to 0.82 nm after 0.5 ns. The last part of the dissolution is outside the range of the law, since its speed diverges as \(r\to0\), where a sharp interface and a linear response have lost their meaning. The linear law is also too slow earlier in the dissolution: with the saturating kinetics and the parameters introduced below, the whole time is about 1.1 ns. The 1.4 ns is therefore only a rough value.

## What the growth law leaves out

The following corrections need more parameters. They are round values of roughly typical size for a phase-change cell: temperature \(T=750\) K, melting point \(T_m=900\) K, \(\gamma=0.06\) J/m² and \(\Omega=0.03\) nm³. With \(r^*=1\) nm, the driving free energy is \(g=2\gamma/r^*=0.75\) eV/nm³. Each correction is taken with \(v\), the flat-interface speed at 750 K, held at 1 m/s.

### Saturating kinetics

The driving energy per atom is \(\Omega g=0.0225\) eV, while \(kT=0.0646\) eV. Their ratio is \(x=0.348\), which is small but not negligible. Without linearization, and with \(s=1-r^*/r\), the speed is

\[
u=v\,\frac{1-e^{-xs}}{1-e^{-x}} .
\]

The numerator is a concave function of \(s\), and the fraction equals 0 at \(s=0\) and 1 at \(s=1\). A concave curve lies above its chord, so \(u>vs\) for \(0<s<1\): the crystal grows faster than the linear law says. Numerical integration gives 12.7 ns, which is 5 % below 13.4 ns.

### Thermal fluctuations

The growth law is deterministic, but a crystal of 1.1 nm contains only 186 atoms, and they join and leave at random. Inserting \(g=2\gamma/r^*\) into \(G\) gives

\[
G=G^*\left[3\left(\frac{r}{r^*}\right)^2-2\left(\frac{r}{r^*}\right)^3\right],
\qquad G^*=\frac{4\pi}{3}\gamma r^{*2}.
\]

The barrier is \(G^*=1.57\) eV, or \(24.3\,kT\). At \(r=1.1\,r^*\) the bracket is \(3.630-2.662=0.968\). The starting crystal thus lies only \(0.032\times24.3\,kT\approx0.8\,kT\) below the top of the barrier, and fluctuations can carry it back over.

To find how often this happens, let atoms join at a rate proportional to the surface area and leave at that rate times \(e^{-\Delta/kT}\). In this model the chance of dissolving before reaching 10 nm is 12.6 %. A simulation of 4000 random walks gives 12.4 %; it counts a crystal as grown at 500 atoms, from where dissolution is very unlikely. The value depends on how the rates are assigned to single atoms: if detailed balance is imposed on each step between \(n\) and \(n+1\) atoms, with the difference of \(G\) between the two sizes, the chance is about 10 %. The model thus supports a chance of roughly one in ten, not a precise percentage. The crystals that do reach 10 nm take 12.8 ns on average, against 12.7 ns for deterministic growth with the same saturating kinetics. For this start, fluctuations hardly change the mean time of the survivors, but they decide whether the crystal survives.

### Latent heat

Crystallization releases a latent heat \(L\) per volume. If \(L\) and the entropy of melting \(L/T_m\) do not vary with temperature, then \(g=L-TL/T_m\), and

\[
L=\frac{gT_m}{T_m-T}=120\ \text{MJ/m}^3\times\frac{900}{150}=720\ \text{MJ/m}^3,
\]

where 120 MJ/m³ is \(g\) in the units of \(L\).

The heat released per time, \(4\pi r^2Lu\), must cross every larger sphere of radius \(s\). In steady conduction, with thermal conductivity \(\kappa\),

\[
-4\pi s^2\kappa\frac{dT}{ds}=4\pi r^2Lu
\quad\Rightarrow\quad
\theta=\int_r^\infty\frac{r^2Lu}{\kappa s^2}\,ds=\frac{Lur}{\kappa},
\]

where \(\theta\) is the warming of the interface. With \(\kappa=0.3\) W/(m K), a speed of 1 m/s at 10 nm would give 24 K. Steady conduction overstates the warming. With a heat capacity \(c=1.5\) MJ/(m³ K), the temperature field near the crystal settles in about \(r^2c/\kappa=0.5\) ns at 10 nm, much less than the growth time, but the field farther out lags behind the growing heat source. A time-dependent calculation with the same \(\kappa\) and \(c\) everywhere lowers the warming at 10 nm by roughly a quarter, while the growth times found below change by at most 0.2 ns. The steady form is therefore good enough for the growth time, but only rough for the temperature.

Warming lowers \(g\) by the fraction \(\theta/(T_m-T)\). If this were its only effect, the speed would obey

\[
u=v\left(1-\frac{\theta}{T_m-T}-\frac{r^*}{r}\right).
\]

Since \(\theta\) is proportional to \(ur\), define \(a=vL/[\kappa(T_m-T)]\), so that \(v\theta/(T_m-T)=aru\). Collecting the terms in \(u\) gives

\[
u(1+ar)=v\left(1-\frac{r^*}{r}\right),
\qquad a=\frac{24\ \text{K}}{10\ \text{nm}\times150\ \text{K}}=0.016\ \text{nm}^{-1}.
\]

The time element \(dr/u\) is multiplied by \(1+ar\), and the extra time is

\[
\delta t=\frac{a}{v}\int_{r_0}^{R}\frac{r^2}{r-r^*}\,dr .
\]

Polynomial division gives \(r^2/(r-r^*)=r+r^*+r^{*2}/(r-r^*)\), so

\[
\delta t=\frac{a}{v}\left[\frac{R^2-r_0^2}{2}+r^*(R-r_0)+r^{*2}\ln\frac{R-r^*}{r_0-r^*}\right].
\]

The bracket is \(49.4+8.9+4.5=62.8\) nm², and \(\delta t=1.0\) ns. The growth time becomes 14.4 ns.

Warming also makes the atoms jump faster. With an activation energy of 0.5 eV for the jumps, the two effects nearly cancel: in steady conduction the interface is 22.6 K warmer at 10 nm, and the growth time is 13.3 ns. This leaves out the factor \(1/kT\) in the linear speed, which also falls on warming; including it gives 13.4 ns, so no net change can be read from these numbers. The sign of the net change depends on the activation energy and on the undercooling, so it should not be carried over to other temperatures.

### Uncertainty of the critical radius

Because the start lies so close to \(r^*\), a small error in \(r^*\) matters. If \(r^*\) is 1.05 nm and \(r_0\), \(R\) and \(v\) are unchanged, the excess at the start is halved and the time rises to 14.3 ns. An increase of 5 % in \(r^*\) thus lengthens the growth by 7 %. If \(r^*\) exceeded 1.1 nm, the crystal would not grow at all in the deterministic model.

## Beside a real memory cell

Growth speeds of the order of 1 m/s and critical radii of the order of 1 nm are roughly typical of fast crystallization in phase-change materials, and none of the parameters above is meant to be more precise than that. Both depend on temperature: the critical radius grows without limit as the melting point is approached, while the growth speed passes through a maximum below the melting point and changes little near that maximum. At fixed \(r^*\) the whole growth time scales as \(1/v\), so half the speed would double it to 27 ns. A real cell breaks the assumption of one isolated crystal at a fixed temperature: the pulse heats the cell unevenly, neighbouring crystals meet, and growth may start from a crystalline rim. A flat front advancing from such a rim has no curvature delay and would cover the same 8.9 nm in 8.9 ns at the same \(v\). For the isolated crystal treated here, which starts at 1.1 nm, the corrections computed above, each taken alone, move the time to values between 12.7 and 14.4 ns. This range is not an error bar, since it allows \(r^*\) an error of only 5 %: in the deterministic law \(r^*=1.08\) nm gives 15.5 ns and \(r^*=0.90\) nm gives 12.3 ns. A pulse meant to grow such a crystal to 10 nm must also allow for the time in which it forms. With a barrier as high as the \(24.3\,kT\) found above, this wait can be much longer than the growth itself, and it depends exponentially on the barrier. The growth time alone therefore does not set the length of the pulse. The values used are collected in the numerical output.

## Values computed for the example and the checks

```
flat-interface speed v: 1.0 m/s
critical radius: 1.0 nm
start and end radius: 1.1 nm, 10.0 nm
time at flat-interface speed: 8.90 ns
logarithm ln[(R-r*)/(r0-r*)]: 4.500
logarithmic delay: 4.50 ns
growth time, formula: 13.400 ns
growth time, quadrature: 13.400 ns
growth time, ODE solver: 13.400 ns
ratio to flat-interface time: 1.506
mean speed: 0.664 m/s
speed at start, at end: 0.0909, 0.900 m/s
delay collected by 2 nm: 2.30 ns
share of delay collected by 2 nm: 51 %
excess radius factor in 1 ns near r*: 2.714
radius 0.5 ns after start at 0.9 nm: 0.822 nm
growth time from 1.01 nm to 10 nm: 15.79 ns
growth time from 1.1 nm to 20 nm: 24.15 ns
delay for growth to 20 nm: 5.25 ns
growth time if r* is 1.05 nm: 14.35 ns
temperature, melting point: 750 K, 900 K
interface energy: 0.06 J/m^2
atomic volume: 0.03 nm^3
driving free energy: 0.749 eV/nm^3
driving energy per atom: 0.0225 eV
thermal energy kT: 0.0646 eV
driving energy per atom over kT: 0.348
growth time, saturating kinetics: 12.68 ns
nucleation barrier: 1.57 eV
nucleation barrier over kT: 24.3
atoms at start, at end: 186, 139626
chance to dissolve from start: 12.6 %
same chance from random walks: 12.4 %
mean time of survivors, saturating: 12.79 ns
thermal conductivity: 0.3 W/(m K)
heat capacity: 1.5 MJ/(m^3 K)
activation energy of jumps: 0.5 eV
latent heat: 720 MJ/m^3
interface warming at 10 nm: 22.6 K
heat settling time at 10 nm: 0.50 ns
growth time, heat lowers drive only: 14.40 ns
growth time, heat also speeds jumps: 13.26 ns
```
